\section*{Friction on a slow ion in a Thomas-Fermi-screened electron gas, part 2}

A heavy ion of fixed charge $Z$ moves at velocity $\mathbf v$ through a uniform, unpolarized electron gas at zero temperature, with a neutralizing positive background. We want the drag on it when it is slow. The example is a 1 keV proton among the valence electrons of silicon.

Hartree atomic units are used, $\hbar=m=e=1$, so an electron's wavenumber and speed are the same number. The gas has Fermi wavenumber $k_F$ and density $n=k_F^3/(3\pi^2)$. The stopping power $S$ is the energy lost per unit path, and $Q$ is the friction coefficient in $S=Qv$. The proton has mass $M$ and kinetic energy $E$.

In the ion frame an electron of wavenumber $k$ scatters elastically through an angle $\theta$, with wavevector change of magnitude $q$. The transport cross-section is $\sigma_{\rm tr}=\int(1-\cos\theta)\,|f|^2\,d\Omega$. The amplitude is $f=-V_q/(2\pi)$ in the Born approximation, where $V_q$ is the Fourier transform of the electron's potential energy $V$ near the ion.

For a static potential, to leading order in $v/k_F$,
\begin{equation}
Q=n k_F\sigma_{\rm tr}(k_F)
\;\xrightarrow{\text{Born}}\;
\frac{1}{12\pi^3}\int_0^{2k_F}q^3|V_q|^2\,dq .
\label{start}
\end{equation}
The first form does not assume weak scattering. If $\sigma_{\rm tr}$ is constant,
\begin{equation}
S=n\,k_F\,\sigma_{\rm tr}\,v\left[1+\frac25\frac{v^2}{k_F^2}+O\!\left(\frac{v^4}{k_F^4}\right)\right].
\label{const}
\end{equation}

The drag was derived in two ways. In the ion frame the occupied states form a Fermi sphere displaced by $-\mathbf v$, with $f_0(p)=1$ for $p<k_F$ and 0 above. Pauli blocking cancels from the force, leaving
\begin{equation}
\mathbf F=\int\frac{2\,d^3k}{(2\pi)^3}\,f_0(|\mathbf k+\mathbf v|)\,k\,\sigma_{\rm tr}(k)\,\mathbf k .
\label{shifted}
\end{equation}
In the laboratory frame the golden rule gives the energy passed to the electrons, with filled initial and empty final states counted explicitly.

Two simpler estimates fail. The cold-gas estimate, with electrons at rest and the cross-section held at $\sigma_{\rm tr}(k_F)$, gives only $nv^2\sigma_{\rm tr}(k_F)$. The bare Coulomb force gives an infinite drag.

\subsection{Bare charge first}

For an unscreened charge $V_q=-4\pi Z/q^2$. The integrand in (\ref{start}) becomes $16\pi^2Z^2/q$, and its integral diverges logarithmically at small $q$. This is the second failure of the opening. Small $q$ means large distance, where the other electrons have already compensated the charge.

\subsection{Thomas-Fermi screening}

Suppose the potential energy $V(\mathbf r)$ varies slowly on the scale of $1/k_F$. The local density is then that of a uniform gas whose kinetic energy at the Fermi level is $\mu-V(\mathbf r)$, with $\mu=k_F^2/2$. To first order in $V$ the density changes by
\begin{equation}
\delta n=-\frac{dn}{d\mu}V,\qquad
n=\frac{(2\mu)^{3/2}}{3\pi^2},\qquad
\frac{dn}{d\mu}=\frac{(2\mu)^{1/2}}{\pi^2}=\frac{k_F}{\pi^2}.
\end{equation}
The electrostatic potential is $-V$, because the electron has charge $-1$. The charge density is $Z\delta(\mathbf r)-\delta n$. Poisson's equation therefore reads
\begin{equation}
\nabla^2V=4\pi\left[Z\delta(\mathbf r)-\delta n\right]=4\pi Z\,\delta(\mathbf r)+\kappa^2V,
\qquad \kappa^2=4\pi\frac{dn}{d\mu}=\frac{4k_F}{\pi}.
\end{equation}
In Fourier space $\nabla^2\to-q^2$, so that
\begin{equation}
V_q=-\frac{4\pi Z}{q^2+\kappa^2},\qquad
V(r)=-\frac{Z}{r}e^{-\kappa r},\qquad
f(q)=\frac{2Z}{q^2+\kappa^2}.
\end{equation}
The cloud holds $(\kappa^2/4\pi)\int(Z/r)e^{-\kappa r}d^3r=Z$ electrons, so the ion is neutral from afar. For $\kappa\to0$ the bare charge returns. The linear step requires $|V|\ll\mu$, which fails close to the nucleus.

\subsection{The closed form}

With $u=q^2$ and $q^3dq=u\,du/2$, equation (\ref{start}) becomes
\begin{equation}
Q=\frac{16\pi^2Z^2}{12\pi^3}\,\frac12\int_0^{4k_F^2}\frac{u\,du}{(u+\kappa^2)^2}
=\frac{2Z^2}{3\pi}\int_0^{4k_F^2}\left[\frac{1}{u+\kappa^2}-\frac{\kappa^2}{(u+\kappa^2)^2}\right]du .
\end{equation}
Let $x=4k_F^2/\kappa^2$. The first term integrates to $\ln(1+x)$. The second gives $1-1/(1+x)=x/(1+x)$. With the Thomas-Fermi value of $\kappa$, $x=4k_F^2\,\pi/(4k_F)=\pi k_F$, and
\begin{equation}
\boxed{\,Q=\frac{2Z^2}{3\pi}\left[\ln(1+\pi k_F)-\frac{\pi k_F}{1+\pi k_F}\right]\,}
\label{main}
\end{equation}
The argument $\pi k_F$ is a pure number because $k_F$ is measured in inverse bohr.

\subsection{Dense and dilute limits}

In a dense gas, $x\gg1$, the bracket tends to $\ln(\pi k_F)-1$. The logarithm runs from the screening wavenumber to the largest possible transfer $2k_F$, and the friction grows slowly with density.

In a dilute gas, $x\ll1$, I expand $\ln(1+x)=x-x^2/2+\dots$ and $x/(1+x)=x-x^2+\dots$. The linear terms cancel and
\begin{equation}
Q\to\frac{2Z^2}{3\pi}\,\frac{\pi^2k_F^2}{2}=\frac{\pi Z^2k_F^2}{3}.
\end{equation}
The same follows directly from isotropic scattering: $f=2Z/\kappa^2=\pi Z/(2k_F)$, $\sigma_{\rm tr}=4\pi f^2=\pi^3Z^2/k_F^2$, and multiplication by $nk_F$ restores the result. But isotropic scattering cannot exceed $4\pi/k_F^2$, the largest cross-section of a single $s$ wave. For $Z=1$ the Born value is above that bound. The algebra is right in this limit, and the Born approximation is not.

To see when the Born approximation holds, I compare the first scattered wave at the nucleus with the incident wave, whose amplitude is 1. After the angular average of the incident wave,
\begin{align}
\psi_1(0)&=2Z\int_0^\infty e^{(ik-\kappa)r}\,\frac{\sin kr}{kr}\,dr\nonumber\\
&=\frac{Z}{k}\left[\arctan\frac{2k}{\kappa}+\frac i2\ln\!\left(1+\frac{4k^2}{\kappa^2}\right)\right].
\label{psi}
\end{align}
The real part uses $\sin kr\cos kr=\frac12\sin2kr$ and the imaginary part $\sin^2kr=\frac12(1-\cos2kr)$. At $k=k_F$ the ratio $4k^2/\kappa^2$ is $x$. In a dense gas $|\psi_1(0)|$ is of order $Z/k_F$ times a logarithm and becomes small. For $k\ll\kappa$ it is $2Z/\kappa$, which grows without limit as the gas is diluted at fixed $Z$.

\subsection{A proton of 1 keV in silicon}

I replace the valence electrons of silicon by a uniform gas. A cubic cell of edge 0.543 nm (a rough value) holds 32 of them, so $n=0.02962$ and $k_F=(3\pi^2n)^{1/3}=0.957$. The Fermi energy is 12.5 eV, $\kappa=1.104$, and $x=\pi k_F=3.007$. With $Z=1$,
\begin{equation}
Q=\frac{2}{3\pi}\,(1.388-0.750)=0.2122\times0.638=0.135 .
\end{equation}
The other route gives the same: $\sigma_{\rm tr}=4.773$ and $nk_F\sigma_{\rm tr}=0.02962\times0.957\times4.773=0.135$.

The proton's speed is $v=\sqrt{2E/M}=0.200$, or 0.209 of the Fermi speed. The stopping power is $0.1353\times0.2001=0.0271$ atomic units, which is 13.9 eV/nm. The cold-gas estimate with the same cross-section is smaller by $v/k_F$ and gives 2.9 eV/nm.

Two numerical tests bear on the derivation. At $v=0.01$ the drag of the shifted Fermi sphere and the energy loss with explicit counting of empty states, each divided by $v$, both give 0.1353, the value of (\ref{main}). At the actual speed the drag and the energy loss per unit path, not divided by $v$, are both 0.02665 atomic units. The cancellation of Pauli blocking thus holds at this finite speed too. The ratio to the linear law is 0.985. A constant cross-section would have given an increase of about 2\% by (\ref{const}), so the decrease comes from the variation of $\sigma_{\rm tr}$ with $k$.

If friction were the sole force, $M\,dv/dt=-Qv$ would make the velocity decay exponentially with time constant $M/Q=328$ fs. Since $dv/dt=v\,dv/dx$, one also has $dv/dx=-Q/M$. The speed falls linearly with path and tends to zero as the path approaches
\begin{equation}
L=\frac{Mv}{Q}=144\ \text{nm}.
\end{equation}
This is a length along the track, not an implantation depth.

\subsection{How good is weak scattering here?}

Equation (\ref{psi}) gives a warning. With $Z/k_F=1.045$ and $x=3.007$, the real and imaginary parts are about 1.1 and 0.7, so the scattered wave at the nucleus is as large as the incident one. The full solution is needed, and it enters through phase shifts $\delta_l$. From
\begin{equation}
f(\theta)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta),
\end{equation}
the weight 1 gives $(4\pi/k^2)\sum(2l+1)\sin^2\delta_l$. The weight $\cos\theta$ connects neighbouring $l$, because $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$. It gives $(4\pi/k^2)\sum2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$. I split $2l+1$ into $(l+1)+l$ and shift the index in the second part. The identity $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=\sin^2(a-b)$ then leads to
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}).
\end{equation}

For the same screened potential the radial equation gives $\delta_0=1.03$ and $\delta_1=0.189$, and $Q=0.233$ instead of 0.135. A charge $-1$, with the same $\kappa$, gives 0.062. The Born result is proportional to $Z^2$ and cannot tell the two signs apart.

Screening imposes a condition on the phase shifts. In a large sphere of radius $R$ a partial wave behaves as $\sin(kr-l\pi/2+\delta_l)$. Counting its nodes shows that the potential brings $\delta_l/\pi$ extra levels below the energy $k^2/2$, if $\delta_l$ is followed continuously from zero potential. With spin and the $2l+1$ orientations, neutrality requires the Friedel sum rule
\begin{equation}
\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=Z .
\end{equation}
For small phase shifts the sum is $k_Ff(0)=k_F\,2Z/\kappa^2=\pi Z/2$, and the rule is satisfied. Thomas-Fermi screening is therefore consistent with Born scattering. The sum tests only the forward amplitude $f(0)$, so it does not single out this screening: static Lindhard screening has the same limit $q\to0$ and satisfies the rule too, with a different friction. The full phase shifts of the same potential give 1.25 instead of 1. When $\kappa$ is raised to 1.254 to restore the rule, $Q$ becomes 0.202, which is 1.49 times the value from (\ref{main}), and the stopping power from the linear law $S=Qv$ becomes 20.8 eV/nm. The displaced Fermi sphere at the actual speed, with the same static potential, lowers this to about 20.5 eV/nm.

\subsection{The other neglected effects}

Each of the following changes is made alone, with the rest of the model held fixed, and the changes should not simply be added.

\begin{itemize}
\item Lindhard screening, the linear response of free electrons at finite wavenumber, raises the Born friction to 0.158 at low speed. Including its frequency dependence at the actual speed gives $S/v=0.16$.
\item Halving the density gives $Q=0.1093$ and doubling it gives 0.1645. These are values for a uniform gas. The density inside a crystal may vary by more than these factors, and no average over it is made here.
\item Discarding all excitations below a gap of 1.12 eV (a rough value) leaves 98.8\% of the loss. The largest energy transfer is $2v(k_F+v)$, about 12.6 eV, for an electron reflected head-on. It falls to the gap at a proton energy near 11 eV, below which this estimate leaves no electronic loss.
\item Collisions with the silicon nuclei add 2.4 eV/nm according to the universal Ziegler-Biersack-Littmark formula. They also deflect the proton.
\item At 300 K the thermal energy is 0.2\% of the Fermi energy.
\end{itemize}

\subsection{Beside a real implant}

The proton reaches the Fermi speed of this gas near 23 keV, so the linear law should not be carried to implants at tens of keV. At 1 keV the assumption that moves the number most, among those sized here, is weak scattering: its repair takes 13.9 to 20.8 eV/nm. The higher figure is still a model value. It has a uniform gas in place of the crystal, a fixed ion charge, no core electrons, and no exchange or correlation in the screening. A channelled proton also samples a different electron density from one on a random path. Equation (\ref{main}) is quantitative when $|\psi_1(0)|$ is small, $v\ll k_F$, and $\kappa\ll k_F$. The last condition means a dense gas, and Thomas-Fermi screening needs it however small $Z$ is. For a proton in silicon near 1 keV it serves as an order-of-magnitude estimate. The proportionality to speed is a property of the gas model, and the gap breaks it at low enough energy. The numerical output lists the sizes of the corrections considered here.

\section*{Calculated quantities}
\begin{verbatim}
ion charge Z: 1
proton energy: 1000 eV
lattice constant (rough): 0.543 nm
valence electrons per cubic cell: 32
electron density n: 0.02962 a.u.
Fermi wavenumber kF = Fermi speed: 0.9572 a.u.
Fermi energy: 12.47 eV
screening wavenumber kappa: 1.104 a.u.
x = pi kF: 3.007
ln(1+x): 1.388
x/(1+x): 0.7504
bracket: 0.6376
transport cross-section: 4.773 a.u.
friction coefficient Q, formula: 0.1353 a.u.
proton speed v: 0.2001 a.u.
v/vF: 0.209
stopping power, formula: 0.02707 a.u.
stopping power, formula: 13.92 eV/nm
path length, friction only: 143.7 nm
velocity decay time M/Q: 328.3 fs
-- checks of the derivation
test speed: 0.01 a.u.
shifted-sphere drag/v at test speed: 0.1353 a.u.
Pauli-counted loss/v at test speed: 0.1353 a.u.
shifted-sphere drag at actual v: 0.026654 a.u.
Pauli-counted loss at actual v: 0.026654 a.u.
Friedel charge, Born phases: 1
-- what the model neglects
Z/kF: 1.045
full phase shift l=0: 1.03 rad
full phase shift l=1: 0.1894 rad
Friedel charge, full phases: 1.254
Q, full phases, same kappa: 0.2334 a.u.
Q, full phases, charge -1: 0.06203 a.u.
kappa adjusted to Friedel rule: 1.254 a.u.
Q, full phases, adjusted kappa: 0.2021 a.u.
Q adjusted / Q formula: 1.49
stopping, adjusted Q times v: 20.8 eV/nm
Q, Born with Lindhard screening: 0.158 a.u.
S/v at actual v, dynamic Lindhard: 0.16 a.u.
finite-speed factor, static screening: 0.985
gap (rough): 1.12 eV
stopping fraction left above gap: 0.988
Q formula at half density: 0.1093 a.u.
Q formula at double density: 0.1645 a.u.
nuclear stopping, universal formula: 2.37 eV/nm
temperature: 300 K
kT / Fermi energy: 0.0021
\end{verbatim}
